# Why Laser Spot Spacing Measures Wafer Curvature and Rejects Rigid Tilt: a numerical check

```python
# Result under test: for two parallel beams reflected from a wafer, the spacing
# on a camera normal to the beams changes by
#     delta_d = -2 * kappa * s * (L - xmid*sin(alpha)),  s = d0/cos(alpha),
# with no term linear in rigid tilt, whereas one spot moves by -2*L*tilt.
# alpha: incidence angle; L: pivot-to-camera distance; d0: beam spacing;
# xmid: midpoint of the footprints measured from the pivot; kappa: curvature,
# positive if the film side is concave; tilt: positive if it raises the +x side.
# All internal quantities are in SI units.
import math
import numpy as np
from scipy import constants

alpha = math.radians(30.0)
L = 1.0
d0 = 2.0e-3
xmid = 10.0e-3
sin_a, cos_a, tan_a = math.sin(alpha), math.cos(alpha), math.tan(alpha)
s = d0 / cos_a
x1, x2 = xmid - s / 2, xmid + s / 2


def close(value, expected, rel):
    return math.isclose(value, expected, rel_tol=rel, abs_tol=0.0)


def trace_spot(x, y=0.0, tilt=0.0, roll=0.0, lift=0.0, kx=0.0, ky=0.0,
               camera=0.0, fan=0.0):
    """Camera coordinates of a ray aimed at (x, y, 0), by exact reflection."""
    ct, st = math.cos(tilt), math.sin(tilt)
    cr, sr = math.cos(roll), math.sin(roll)
    rotation = (np.array([[ct, 0, -st], [0, 1, 0], [st, 0, ct]])
                @ np.array([[1, 0, 0], [0, cr, -sr], [0, sr, cr]]))
    direction = np.array([math.sin(alpha + fan), 0, -math.cos(alpha + fan)])
    p = rotation.T @ np.array([x, y, -lift])
    v = rotation.T @ direction
    # Intersection with z = (kx*x^2 + ky*y^2)/2 in the wafer frame.
    a = 0.5 * (kx * v[0]**2 + ky * v[1]**2)
    b = kx * p[0] * v[0] + ky * p[1] * v[1] - v[2]
    c = 0.5 * (kx * p[0]**2 + ky * p[1]**2) - p[2]
    hit = p + v * (-2 * c / (b + math.sqrt(b * b - 4 * a * c)))
    normal = np.array([-kx * hit[0], -ky * hit[1], 1.0])
    normal /= math.sqrt(normal @ normal)
    out = rotation @ (v - 2 * (v @ normal) * normal)
    start = rotation @ hit + np.array([0, 0, lift])
    beam_axis = np.array([sin_a, 0, cos_a])
    across = np.array([cos_a, 0, -sin_a])
    cam_normal = math.sin(camera) * across + math.cos(camera) * beam_axis
    cam_u = math.cos(camera) * across - math.sin(camera) * beam_axis
    centre = L * beam_axis
    end = start + out * (((centre - start) @ cam_normal) / (out @ cam_normal))
    return np.array([(end - centre) @ cam_u, end[1]])


def spacing(xa=x1, xb=x2, **state):
    return float(np.linalg.norm(trace_spot(xb, **state)
                                - trace_spot(xa, **state)))


def derivative(function, step=1e-5):
    return (function(step) - function(-step)) / (2 * step)


# Flat wafer: exact spacing law, and second-order response to any tilt axis.
assert close(spacing(tilt=0.03), d0 / math.cos(0.06), 1e-11)
for t_part, r_part in ((1.0, 0.0), (0.0, 1.0), (0.7, -0.5)):
    def pair_x(e):
        return spacing(tilt=e * t_part, roll=e * r_part) - d0
    if t_part:
        assert close(pair_x(0.01) / pair_x(0.005), 4.0, 0.02)
    else:
        assert abs(pair_x(0.01)) < d0 * 0.01**2 * 4


def spacing_y(**state):
    return float(np.linalg.norm(trace_spot(0.0, d0 / 2, **state)
                                - trace_spot(0.0, -d0 / 2, **state)))


assert close((spacing_y(roll=0.01) - d0) / (spacing_y(roll=0.005) - d0),
             4.0, 0.02)

# Single-spot sensitivities to tilt, lift and curvature.
assert close(derivative(lambda q: trace_spot(x2, tilt=q)[0]), -2 * L, 1e-6)
assert close(derivative(lambda q: trace_spot(x2, lift=q)[0]), -2 * sin_a, 1e-6)
single_lever = 2 * x2 * (L - 0.5 * x2 * sin_a)
assert close(derivative(lambda q: trace_spot(x2, kx=q)[0]),
             -single_lever, 1e-5)
assert abs(derivative(lambda q: spacing(lift=q))) < 1e-9

# Spacing sensitivity to curvature, including the off-centre path length.
for middle in (-0.04, 0.01, 0.04):
    measured = derivative(lambda q: spacing(middle - s / 2, middle + s / 2,
                                            kx=q))
    assert close(measured, -2 * s * (L - middle * sin_a), 1e-5)
assert abs(derivative(lambda q: spacing(ky=q))) < 1e-9
assert close(derivative(lambda q: spacing_y(ky=q)), -2 * L * d0 * cos_a, 1e-5)

# Roll turns the spot pattern at first order.
pattern_turn = derivative(lambda q: (trace_spot(x2, roll=q)
                                     - trace_spot(x1, roll=q))[1]) / d0
assert close(pattern_turn, 2 * sin_a, 1e-6)

# Facets tilting about their own centres lack the height compensation.
def facet_spacing(q):
    return (trace_spot(x2, tilt=q, lift=-x2 * math.tan(q))[0]
            - trace_spot(x1, tilt=q, lift=-x1 * math.tan(q))[0])


facet_slope = derivative(facet_spacing)
assert close(facet_slope, 2 * s * sin_a, 1e-5)
assert abs(derivative(lambda q: spacing(tilt=q))) < 1e-8

# Camera misalignment and beam divergence restore a linear tilt error.
beta = math.radians(2.0)
camera_slope = derivative(lambda q: spacing(tilt=q, camera=beta))
assert close(camera_slope / spacing(camera=beta), 2 * math.tan(beta), 1e-5)
fan = 1.0e-3
rho = x2 * math.cos(alpha + fan)
fan_slope = derivative(lambda q: trace_spot(x2, tilt=q, fan=fan)[0]
                       - trace_spot(x1, tilt=q)[0], 1e-4)
assert close(fan_slope, -2 * fan * (rho + L * fan), 1e-3)

# Silicon and tungsten: rough typical inputs.
c11, c12 = 166e9, 64e9
M = c11 + c12 - 2 * c12**2 / c11
compliance = np.linalg.inv(np.array([[c11, c12, c12], [c12, c11, c12],
                                     [c12, c12, c11]]))
assert close(M, 1 / (compliance[0, 0] + compliance[0, 1]), 1e-12)
nu = -compliance[0, 1] / compliance[0, 0]
hs, hf, radius = 525e-6, 100e-9, 50e-3
stress = 500e6
M_film = 410e9 / (1 - 0.28)
to_stress = M * hs**2 / (6 * hf)
kappa = stress / to_stress

# Force and moment balance of a bilayer with finite film thickness.
top = hs / 2 + hf
A = M * hs + M_film * hf
B = M_film * (top**2 - (hs / 2)**2) / 2
D2 = M * hs**3 / 12 + M_film * (top**3 - (hs / 2)**3) / 3
load = stress * hf * np.array([1.0, (hs + hf) / 2])
kappa_bilayer = np.linalg.solve(np.array([[A, -B], [B, -D2]]), -load)[1]
assert close(kappa_bilayer, kappa, 0.01)

# Tilt-curvature product for a pair centred on the pivot.
test_tilt = 1e-3
plus = spacing(-s / 2, s / 2, tilt=test_tilt, kx=kappa)
minus = spacing(-s / 2, s / 2, tilt=-test_tilt, kx=kappa)
signal0 = spacing(-s / 2, s / 2, kx=kappa) - d0
assert close((plus - minus) / (2 * signal0), -test_tilt * tan_a, 0.02)

# Worked reading with and without tilt.
tilt = 100e-6
L_mid = L - xmid * sin_a
u_ref, d_ref = trace_spot(x2)[0], spacing()


def stress_from_spacing(d):
    return to_stress * (d_ref - d) / (2 * s * L_mid)


def stress_from_spot(u):
    return to_stress * (u_ref - u) / single_lever


delta_d = spacing(kx=kappa) - d_ref
assert close(delta_d, -2 * kappa * s * L_mid, 1e-3)
spot_curve = trace_spot(x2, kx=kappa)[0] - u_ref
spot_tilt = trace_spot(x2, tilt=tilt)[0] - u_ref
flat_stretch = spacing(tilt=tilt) - d_ref
assert close(flat_stretch, 2 * tilt**2 * d0, 1e-3)
both_d = spacing(kx=kappa, tilt=tilt)
both_u = trace_spot(x2, kx=kappa, tilt=tilt)[0]
sigma_pair, sigma_spot = stress_from_spacing(both_d), stress_from_spot(both_u)
assert close(sigma_pair, stress, 1e-3)
assert close(sigma_spot, stress * (1 + tilt / (x2 * kappa)), 0.01)
product_shift = both_d - spacing(kx=kappa) - flat_stretch

# Random tilt and centroid noise in a series of frames.
rng = np.random.default_rng(1)
frames, noise = 2000, 0.3e-6
angles = rng.normal(0, tilt, (frames, 2))
spots = np.array([[trace_spot(x, tilt=t, roll=r, kx=kappa) for x in (x1, x2)]
                  for t, r in angles])
spots += rng.normal(0, noise, spots.shape)
pair_series = stress_from_spacing(
    np.linalg.norm(spots[:, 1] - spots[:, 0], axis=1))
spot_series = stress_from_spot(spots[:, 1, 0])
late_series = stress_from_spacing(spots[1:, 1, 0] - spots[:-1, 0, 0])
unit_pair = to_stress / (2 * s * L_mid)
assert close(np.std(pair_series), unit_pair * math.sqrt(2) * noise, 0.1)
assert close(np.std(spot_series), to_stress * 2 * L * tilt / single_lever, 0.1)
assert close(np.std(late_series), unit_pair * math.sqrt(2) * 2 * L * tilt, 0.1)

# Gravity bending on an edge ring: formula against a Ritz energy minimum.
# The in-plane elastic response is taken as isotropic for this size estimate.
rigidity = M * hs**3 / (12 * (1 + nu))
weight = 2330 * constants.g * hs
k_gravity = (3 + nu) * weight * radius**2 / (16 * rigidity * (1 + nu))
nodes, weights = np.polynomial.legendre.leggauss(14)
r, w = (nodes + 1) / 2, weights / 2
powers = (2, 4, 6)
kr = np.array([n * (n - 1) * r**(n - 2) for n in powers])
kt = np.array([n * r**(n - 2) for n in powers])
stiff = (((kr + kt) * w * r) @ (kr + kt).T
         - (1 - nu) * ((kr * w * r) @ kt.T + (kt * w * r) @ kr.T))
force = np.array([np.sum(w * r * (r**n - 1)) for n in powers])
coefficients = np.linalg.solve(stiff, force) * weight * radius**4 / rigidity
assert close(-2 * coefficients[0] / radius**2, k_gravity, 1e-8)

# Bending by steady heat flow from the film side, and thermal mismatch.
heat_flux, conductivity, expand_si, expand_w = 1000.0, 150.0, 2.6e-6, 4.5e-6
k_heat = -expand_si * heat_flux / conductivity
z = nodes * hs / 2
thermal_strain = expand_si * heat_flux * z / conductivity
moment = np.sum(weights * hs / 2 * thermal_strain * z)
assert close(-12 * moment / hs**3, k_heat, 1e-10)
warming = 50.0
mismatch = M_film * (expand_si - expand_w) * warming
bow = kappa * radius**2 / 2


def show(label, value, unit, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}")


show("Incidence angle", math.degrees(alpha), "deg")
show("Pivot-to-camera distance", L, "m")
show("Initial beam spacing", d0 * 1e3, "mm")
show("Footprint spacing", s * 1e3, "mm")
show("Pair midpoint from pivot", xmid * 1e3, "mm")
show("Single-beam footprint from pivot", x2 * 1e3, "mm")
show("Path length at pair midpoint", L_mid, "m")
show("Silicon c11 (rough)", c11 / 1e9, "GPa")
show("Silicon c12 (rough)", c12 / 1e9, "GPa")
show("Silicon biaxial modulus", M / 1e9, "GPa")
show("Tungsten biaxial modulus (rough)", M_film / 1e9, "GPa")
show("Wafer thickness", hs * 1e6, "um")
show("Wafer diameter", 2 * radius * 1e3, "mm")
show("Film thickness", hf * 1e9, "nm")
show("Film stress put in", stress / 1e6, "MPa")
show("Film force per width", stress * hf, "N/m")
show("Stoney curvature", kappa, "1/m")
show("Radius of curvature", 1 / kappa, "m")
show("Spacing change from curvature", delta_d * 1e6, "um")
show("Relative spacing change", 100 * delta_d / d0, "%")
show("Single-spot shift from curvature", spot_curve * 1e6, "um")
show("Added rigid tilt", tilt * 1e6, "urad")
show("Single-spot shift from tilt", spot_tilt * 1e6, "um")
show("Flat-wafer spacing change from tilt", flat_stretch * 1e9, "nm")
show("Tilt-curvature spacing change", product_shift * 1e9, "nm")
show("Stress read from spacing, tilted", sigma_pair / 1e6, "MPa", ".2f")
show("Stress read from one spot, tilted", sigma_spot / 1e6, "MPa", ".1f")
show("Facet spacing error at this tilt", facet_slope * tilt * 1e6, "um")
show("Pattern rotation for equal roll", pattern_turn * tilt * 1e6, "urad")
show("Camera misalignment", math.degrees(beta), "deg")
show("Its spacing error at this tilt", camera_slope * tilt * 1e9, "nm")
show("Beam divergence", fan * 1e3, "mrad")
show("Its spacing error at this tilt", fan_slope * tilt * 1e9, "nm")
show("Spot shift for 50 um lift", -2 * sin_a * 50, "um")
show("Simulated frames", frames, "frames", "d")
show("Random tilt and roll, rms each", tilt * 1e6, "urad")
show("Centroid noise, rms per coordinate", noise * 1e6, "um")
show("Mean stress from spacing", np.mean(pair_series) / 1e6, "MPa", ".2f")
show("Stress scatter, simultaneous pair", np.std(pair_series) / 1e6, "MPa")
show("Stress scatter, single spot", np.std(spot_series) / 1e6, "MPa")
show("Stress scatter, pair one frame apart", np.std(late_series) / 1e6, "MPa")
show("Finite-film change of curvature", 100 * (kappa_bilayer / kappa - 1), "%")
show("Film-induced centre-to-edge bow", bow * 1e6, "um")
show("Bow divided by wafer thickness", bow / hs, "(no unit)")
show("Constant gravity curvature", k_gravity, "1/m")
show("Heat flux (rough)", heat_flux / 1e4, "W/cm2")
show("Curvature from heat flux", k_heat, "1/m")
show("Heat-flux part of film curvature", 100 * k_heat / kappa, "%")
show("Warming after deposition", warming, "K")
show("Thermal-mismatch stress change", mismatch / 1e6, "MPa")
print("checks complete")
```

Printed output:

```
Incidence angle: 30 deg
Pivot-to-camera distance: 1 m
Initial beam spacing: 2 mm
Footprint spacing: 2.309 mm
Pair midpoint from pivot: 10 mm
Single-beam footprint from pivot: 11.15 mm
Path length at pair midpoint: 0.995 m
Silicon c11 (rough): 166 GPa
Silicon c12 (rough): 64 GPa
Silicon biaxial modulus: 180.7 GPa
Tungsten biaxial modulus (rough): 569.4 GPa
Wafer thickness: 525 um
Wafer diameter: 100 mm
Film thickness: 100 nm
Film stress put in: 500 MPa
Film force per width: 50 N/m
Stoney curvature: 0.006025 1/m
Radius of curvature: 166 m
Spacing change from curvature: -27.69 um
Relative spacing change: -1.384 %
Single-spot shift from curvature: -134 um
Added rigid tilt: 100 urad
Single-spot shift from tilt: -200 um
Flat-wafer spacing change from tilt: 0.04 nm
Tilt-curvature spacing change: 1.66 nm
Stress read from spacing, tilted: 499.95 MPa
Stress read from one spot, tilted: 1246.0 MPa
Facet spacing error at this tilt: 0.2309 um
Pattern rotation for equal roll: 100 urad
Camera misalignment: 2 deg
Its spacing error at this tilt: 13.98 nm
Beam divergence: 1 mrad
Its spacing error at this tilt: -2.131 nm
Spot shift for 50 um lift: -50 um
Simulated frames: 2000 frames
Random tilt and roll, rms each: 100 urad
Centroid noise, rms per coordinate: 0.3 um
Mean stress from spacing: 499.86 MPa
Stress scatter, simultaneous pair: 7.689 MPa
Stress scatter, single spot: 746.3 MPa
Stress scatter, pair one frame apart: 5108 MPa
Finite-film change of curvature: -0.2207 %
Film-induced centre-to-edge bow: 7.531 um
Bow divided by wafer thickness: 0.01435 (no unit)
Constant gravity curvature: 0.002821 1/m
Heat flux (rough): 0.1 W/cm2
Curvature from heat flux: -1.733e-05 1/m
Heat-flux part of film curvature: -0.2877 %
Warming after deposition: 50 K
Thermal-mismatch stress change: -54.1 MPa
checks complete
```
